**Thin-film response and noise near the Brewster angle**

The program examines the law $\delta\ln\rho=a\,d/r_{p0}$, where $\rho=r_p/r_s$ is the ellipsometric ratio, $d$ the film thickness, $r_{p0}$ the bare p-amplitude and $a$ a coefficient that stays regular at the Brewster angle. `eps_s` and `eps_f` are the substrate and film permittivities. It solves the field-continuity equations and asserts that numerical thickness derivatives agree with the first-order formulas for four pairs of media, including absorbing ones. Further assertions cover the arctangent law, the greatest slope $1/(2d)$, the two phase peaks of a weakly absorbing substrate and the thickness error caused by an angle error. Simulated Poisson counts are compared with the phase-noise formula at two angles, with and without background. The output shows the phase slope rising from 0.045 to 9.49 degrees per angstrom between 45° and 75.8°, while the p-reflectance falls from 0.234 to 0.000032. For the chosen noise values the thickness uncertainty is least, 0.048 angstrom, at 75.08° on the low-angle side, about 0.9° from the Brewster angle.

## Verification by program

```python
"""Thin-film ellipsometry near the Brewster angle.

Result under test: a thin film changes ln(rho), rho = r_p/r_s, by a*d/r_p0.
Here r_p0 is the bare p-amplitude, d the thickness, and a is regular at the
Brewster angle. Phase response grows as 1/|r_p0| while detected counts fall
as |r_p0|^2, so a fixed phase error gains, shot noise is neutral, and an
additive background loses.
Conventions: exp(-i omega t), vacuum ambient, r_p from the magnetic field.
eps_s, eps_f: substrate and film permittivities. Angles in radians inside;
thickness arguments in angstrom, wave numbers formed in atomic units.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = sc.physical_constants["Bohr radius"][0] / sc.angstrom
PHOTON_EV = 2.0
K_ATOMIC = sc.fine_structure * PHOTON_EV / HARTREE_EV   # omega/c, 1/bohr
K_ANG = K_ATOMIC / BOHR_ANGSTROM                        # 1/angstrom
EPS_S, EPS_F, THICK = 16.0, 2.25, 1.0
PHOTONS, BACKGROUND, PHASE_FLOOR = 1e10, 1e7, 1e-3
DEG = np.pi / 180


def reflect(theta, eps_s, eps_f, d, pol):
    """Reflection amplitude from field continuity at both interfaces."""
    eps = np.array([1.0, eps_f, eps_s], dtype=complex)
    q = np.sqrt(eps - np.sin(theta)**2)
    y0, y1, y2 = q / eps if pol == "p" else q
    e = np.exp(1j * K_ATOMIC * q[1] * d / BOHR_ANGSTROM)
    matrix = np.array([[1, -1, -1, 0], [-y0, -y1, y1, 0],
                       [0, e, 1 / e, -1], [0, y1 * e, -y1 / e, -y2]])
    return np.linalg.solve(matrix, np.array([-1, -y0, 0, 0]))[0]


def ratio(theta, eps_s=EPS_S, eps_f=EPS_F, d=0.0):
    return (reflect(theta, eps_s, eps_f, d, "p")
            / reflect(theta, eps_s, eps_f, d, "s"))


def ratio_slope(theta, eps_s=EPS_S, eps_f=EPS_F, d=0.0, step=0.01):
    """Numerical d(rho)/d(thickness), per angstrom."""
    return (ratio(theta, eps_s, eps_f, d + step)
            - ratio(theta, eps_s, eps_f, d - step)) / (2 * step)


def log_slope(theta, eps_s=EPS_S, eps_f=EPS_F, d=0.0):
    return (ratio_slope(theta, eps_s, eps_f, d)
            / ratio(theta, eps_s, eps_f, d))


def bare(theta, pol="p", eps_s=EPS_S):
    return reflect(theta, eps_s, EPS_F, 0.0, pol)


def bare_gradient(theta, step=1e-5):
    """Angular derivative of the bare p-amplitude at the given angle."""
    return (bare(theta + step) - bare(theta - step)).real / (2 * step)


def log_slope_formula(theta, eps_s, eps_f):
    c, s2 = np.cos(theta), np.sin(theta)**2
    return (2j * K_ANG * c * s2 * eps_s * (eps_s - eps_f) * (eps_f - 1)
            / (eps_f * (eps_s - 1) * (eps_s * c**2 - s2)))


# First-order film response, including absorbing films and substrates
for es, ef in [(16, 2.25), (2.25, 4), (16 + .5j, 2.25), (-8 + 2j, 3 + 1j)]:
    for angle in (30, 50, 70, 80):
        th = angle * DEG
        exact = log_slope(th, es, ef)
        assert abs(exact / log_slope_formula(th, es, ef) - 1) < 1e-6
        for pol in "sp":
            y = np.sqrt(np.array([1, ef, es], complex) - np.sin(th)**2)
            qf = y[1]
            if pol == "p":
                y = y / np.array([1, ef, es])
            predicted = (2j * K_ANG * qf * y[0] * (y[1]**2 - y[2]**2)
                         / (y[1] * (y[0] + y[2])**2))
            numeric = (reflect(th, es, ef, .01, pol)
                       - reflect(th, es, ef, -.01, pol)) / .02
            assert abs(numeric / predicted - 1) < 1e-6

# Transparent substrate: zero of r_p and regular film amplitude there
theta_b = brentq(lambda t: bare(t).real, 60 * DEG, 85 * DEG, xtol=1e-14)
assert abs(np.tan(theta_b)**2 / EPS_S - 1) < 1e-9
film_amp = ratio_slope(theta_b) * bare(theta_b, "s")
amp_formula = (1j * K_ANG * EPS_S * (1 - EPS_F / EPS_S) * (1 - 1 / EPS_F)
               / (2 * np.sqrt(EPS_S + 1)))
assert abs(film_amp / amp_formula - 1) < 1e-6
a_abs = abs(film_amp)
rp_gradient = bare_gradient(theta_b)
assert abs(rp_gradient / (-(1 - EPS_S**-2) * EPS_S**.5 / 2) - 1) < 1e-6

# Finite thickness: arctangent law, saturation and greatest slope
near = 75.9 * DEG
turn = abs(np.angle(ratio(near, d=THICK) / ratio(near)))
turn_formula = np.arctan(a_abs * THICK / abs(bare(near)))
assert abs(turn / turn_formula - 1) < 0.02
delta_b = [abs(np.angle(ratio(theta_b, d=x))) / DEG for x in (1.0, 2.0)]
assert max(abs(x - 90) for x in delta_b) < 2
assert abs(delta_b[1] - delta_b[0]) < 1
cap = minimize_scalar(lambda t: -abs(log_slope(t, d=THICK).imag),
                      bounds=(75.8 * DEG, 75.96 * DEG), method="bounded",
                      options={"xatol": 1e-8})
assert abs(-cap.fun * 2 * THICK - 1) < 0.03
assert abs(abs(bare(cap.x)) / (a_abs * THICK) - 1) < 0.05

# Weakly absorbing substrate: two phase peaks around a near-null
eps_abs = EPS_S + 0.5j
theta_abs = brentq(lambda t: bare(t, "p", eps_abs).real, 74 * DEG, 78 * DEG)
residual = abs(bare(theta_abs, "p", eps_abs))
h_formula = eps_abs.imag * (EPS_S - 1) / (4 * EPS_S**2)
assert abs(residual / h_formula - 1) < 0.02
scan = np.linspace(74.5, 77.5, 2401) * DEG
response = np.array([log_slope(t, eps_abs).imag for t in scan])
i_hi, i_lo = response.argmax(), response.argmin()
peak_mean = (response[i_hi] - response[i_lo]) / 2
assert abs(peak_mean / (a_abs / (2 * residual)) - 1) < 0.03
for i in (i_hi, i_lo):
    real_part = abs(bare(scan[i], "p", eps_abs).real)
    assert abs(real_part / residual - 1) < 0.10
centre = log_slope(theta_abs, eps_abs)
assert abs(centre.imag) < 0.1 * peak_mean
assert abs(abs(centre.real) / (a_abs / residual) - 1) < 0.03


# Detection with balanced amplitudes and four retardance settings
def mean_count(theta):
    p2, s2 = abs(bare(theta))**2, abs(bare(theta, "s"))**2
    return PHOTONS * p2 * s2 / (p2 + s2) / 4


def phase_sigma(theta, background, floor):
    b = mean_count(theta)
    return np.sqrt(floor**2 + 1 / (2 * b) + background / (2 * b**2))


def thickness_sigma(theta):
    return (phase_sigma(theta, BACKGROUND, PHASE_FLOOR)
            / abs(log_slope(theta).imag))


rng = np.random.default_rng(7)


def simulated_sigma(theta, background, trials=40000):
    """Spread of the phase recovered from simulated Poisson counts."""
    rp = reflect(theta, EPS_S, EPS_F, THICK, "p")
    rs = reflect(theta, EPS_S, EPS_F, THICK, "s")
    azimuth = np.arctan2(abs(rp), abs(rs))
    counts = []
    for shift in np.arange(4) * np.pi / 2:
        field = (np.cos(azimuth) * rp
                 + np.sin(azimuth) * rs * np.exp(1j * shift)) / np.sqrt(2)
        mean = PHOTONS / 4 * abs(field)**2 + background
        counts.append(rng.poisson(mean, trials))
    n0, n1, n2, n3 = [x.astype(float) for x in counts]
    phasor = (n0 - n2) + 1j * (n1 - n3)
    return np.std(np.angle(phasor * rs / rp))


best = minimize_scalar(thickness_sigma, bounds=(72 * DEG, 75.9 * DEG),
                       method="bounded", options={"xatol": 1e-8})
theta_opt, sigma_opt = best.x, best.fun
for th in (60 * DEG, theta_opt):
    for bg in (0.0, BACKGROUND):
        sim = simulated_sigma(th, bg)
        assert abs(sim / phase_sigma(th, bg, 0) - 1) < 0.03
# Shot noise alone: larger phase response brings no thickness gain
shot = [simulated_sigma(x * DEG, 0.0) / abs(log_slope(x * DEG).imag)
        for x in (74.0, 75.5)]
phase_gain = abs(log_slope(75.5 * DEG).imag / log_slope(74 * DEG).imag)
assert phase_gain > 3 and abs(shot[1] / shot[0] - 1) < 0.05
# Optimum reflectance and least thickness uncertainty
r_opt_formula = np.sqrt(np.sqrt(8 * BACKGROUND) / (PHOTONS * PHASE_FLOOR))
assert abs(abs(bare(theta_opt)) / r_opt_formula - 1) < 0.03
sigma_formula = np.sqrt(2 / PHOTONS + 2 * PHASE_FLOOR
                        * np.sqrt(8 * BACKGROUND) / PHOTONS) / a_abs
assert abs(sigma_opt / sigma_formula - 1) < 0.05
# Incidence-angle error translated into apparent thickness; the formula
# neglects the slow angular variation of a, about one percent here
angle_step = 1e-5
d_delta = np.angle(ratio(theta_opt + angle_step, d=THICK)
                   / ratio(theta_opt - angle_step, d=THICK))
angle_error = abs(d_delta / (2 * angle_step)
                  / log_slope(theta_opt, d=THICK).imag) * 0.01 * DEG
local_gradient = bare_gradient(theta_opt)
angle_formula = THICK * abs(local_gradient / bare(theta_opt)) * 0.01 * DEG
assert abs(angle_error / angle_formula - 1) < 0.03

print(f"photon energy = {PHOTON_EV:.1f} eV")
print(f"k = {K_ATOMIC:.4e} 1/bohr = {K_ANG:.4e} 1/angstrom")
print(f"eps_s = {EPS_S:.2f}, eps_f = {EPS_F:.2f}, d = {THICK:.1f} angstrom")
print(f"Brewster angle = {theta_b / DEG:.3f} deg")
print(f"|a| at Brewster = {a_abs:.3e} per angstrom")
print(f"d r_p0/d theta at Brewster = {rp_gradient:.3f} per rad")
print("Bare-surface limit; slope = dDelta/dd")
print("theta(deg) |r_p0| R slope(deg/angstrom) |r_p0|*slope(rad/angstrom)")
table = (45, 60, 70, 74, 75, 75.5, 75.8)
for x in table:
    th = x * DEG
    r, s = abs(bare(th)), log_slope(th).imag
    print(f"{x:5.1f} {r:.5f} {r*r:.3e} {s / DEG:.4f} {r * s:.3e}")
print(f"N = {PHOTONS:.0e}, D = {BACKGROUND:.0e} counts per setting")
print(f"fixed phase error = {PHASE_FLOOR:.4f} rad")
print("theta(deg) B(counts) sigma_Delta(rad) sigma_d(angstrom)")
for x in table:
    th = x * DEG
    print(f"{x:5.1f} {mean_count(th):.3e} "
          f"{phase_sigma(th, BACKGROUND, PHASE_FLOOR):.3e} "
          f"{thickness_sigma(th):.4f}")
print(f"optimum angle, low side = {theta_opt / DEG:.3f} deg")
print(f"|r_p0| at optimum = {abs(bare(theta_opt)):.5f}")
print(f"|r_p0| from optimum formula = {r_opt_formula:.5f}")
print(f"slope at optimum = {log_slope(theta_opt).imag / DEG:.3f} deg/angstrom")
print(f"B at optimum = {mean_count(theta_opt):.3e} counts")
print(f"least sigma_d = {sigma_opt:.4f} angstrom")
print(f"least sigma_d from formula = {sigma_formula:.4f} angstrom")
print(f"phase gain, 74 to 75.5 deg = {phase_gain:.2f}")
print(f"shot-only sigma_d, 74 deg = {shot[0]:.4f} angstrom (simulated)")
print(f"shot-only sigma_d, 75.5 deg = {shot[1]:.4f} angstrom (simulated)")
print(f"d r_p0/d theta at optimum = {local_gradient:.3f} per rad")
print(f"thickness error per 0.01 deg = {angle_error:.4f} angstrom")
print(f"same from formula = {angle_formula:.4f} angstrom")
print(f"phase turn at 75.9 deg, 1 angstrom = {turn / DEG:.2f} deg")
print(f"arctangent law there = {turn_formula / DEG:.2f} deg")
print(f"|Delta| at Brewster, d=1 angstrom = {delta_b[0]:.3f} deg")
print(f"|Delta| at Brewster, d=2 angstrom = {delta_b[1]:.3f} deg")
print(f"greatest slope at d=1 angstrom = {-cap.fun / DEG:.2f} deg/angstrom")
print(f"found at theta = {cap.x / DEG:.3f} deg")
print(f"absorbing substrate eps_s = {eps_abs.real:.1f}+{eps_abs.imag:.1f}i")
print(f"Re r_p0 = 0 at {theta_abs / DEG:.3f} deg")
print(f"residual h = {residual:.5f}, formula {h_formula:.5f}")
for i in (i_hi, i_lo):
    print(f"phase peak {response[i] / DEG:.3f} deg/angstrom"
          f" at {scan[i] / DEG:.3f} deg")
print(f"phase slope at centre = {centre.imag / DEG:.3f} deg/angstrom")
print(f"d ln(tan psi)/dd at centre = {centre.real:.4f} per angstrom")
print("tests ok")
```

Output:

```
photon energy = 2.0 eV
k = 5.3635e-04 1/bohr = 1.0135e-03 1/angstrom
eps_s = 16.00, eps_f = 2.25, d = 1.0 angstrom
Brewster angle = 75.964 deg
|a| at Brewster = 9.389e-04 per angstrom
d r_p0/d theta at Brewster = -1.992 per rad
Bare-surface limit; slope = dDelta/dd
theta(deg) |r_p0| R slope(deg/angstrom) |r_p0|*slope(rad/angstrom)
 45.0 0.48370 2.340e-01 0.0446 3.766e-04
 60.0 0.34396 1.183e-01 0.1092 6.555e-04
 70.0 0.16925 2.865e-02 0.2891 8.540e-04
 74.0 0.06360 4.045e-03 0.8266 9.175e-04
 75.0 0.03234 1.046e-03 1.6466 9.295e-04
 75.5 0.01585 2.512e-04 3.3788 9.347e-04
 75.8 0.00566 3.203e-05 9.4913 9.375e-04
N = 1e+10, D = 1e+07 counts per setting
fixed phase error = 0.0010 rad
theta(deg) B(counts) sigma_Delta(rad) sigma_d(angstrom)
 45.0 3.942e+08 1.001e-03 1.2852
 60.0 2.469e+08 1.001e-03 0.5253
 70.0 6.881e+07 1.004e-03 0.1990
 74.0 1.006e+07 1.048e-03 0.0727
 75.0 2.612e+06 1.387e-03 0.0483
 75.5 6.279e+05 3.805e-03 0.0645
 75.8 8.006e+04 2.806e-02 0.1694
optimum angle, low side = 75.080 deg
|r_p0| at optimum = 0.02973
|r_p0| from optimum formula = 0.02991
slope at optimum = 1.793 deg/angstrom
B at optimum = 2.207e+06 counts
least sigma_d = 0.0480 angstrom
least sigma_d from formula = 0.0475 angstrom
phase gain, 74 to 75.5 deg = 4.09
shot-only sigma_d, 74 deg = 0.0154 angstrom (simulated)
shot-only sigma_d, 75.5 deg = 0.0152 angstrom (simulated)
d r_p0/d theta at optimum = -1.867 per rad
thickness error per 0.01 deg = 0.0111 angstrom
same from formula = 0.0110 angstrom
phase turn at 75.9 deg, 1 angstrom = 23.00 deg
arctangent law there = 23.00 deg
|Delta| at Brewster, d=1 angstrom = 89.940 deg
|Delta| at Brewster, d=2 angstrom = 89.881 deg
greatest slope at d=1 angstrom = 28.71 deg/angstrom
found at theta = 75.937 deg
absorbing substrate eps_s = 16.0+0.5i
Re r_p0 = 0 at 75.967 deg
residual h = 0.00732, formula 0.00732
phase peak 3.740 deg/angstrom at 75.759 deg
phase peak -3.609 deg/angstrom at 76.180 deg
phase slope at centre = 0.145 deg/angstrom
d ln(tan psi)/dd at centre = 0.1283 per angstrom
tests ok
```
